# Coulomb binding of a charged oxygen vacancy and an acceptor: verification in Python

```python
# Result under test: a +2e vacancy and a -e acceptor at distance R in a medium
# of static dielectric constant eps have Coulomb binding E_b = 2 e^2/(eps R).
# Gaussian units: e2 = e^2 in eV nm; lengths in nm, energies in eV.
# The program also sizes effects left out of this continuum estimate.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
e2_from_alpha = const.alpha * const.hbar * const.c / const.e * 1e9
assert abs(e2 / e2_from_alpha - 1) < 1e-8

Z_vacancy, Z_acceptor = 2, -1
R, eps = 0.3, 10.0


def binding(distance, dielectric):
    return -Z_vacancy * Z_acceptor * e2 / (dielectric * distance)


E_b = binding(R, eps)


# Radial Poisson equation by finite volumes: unit charge at the centre,
# optional vacuum cavity, optional linear screening by mobile carriers.
def radial_potential(distance, cavity=0.0, kappa=0.0):
    r = np.geomspace(0.01, 3e4, 4001)
    middle = (r[1:] + r[:-1]) / 2
    local_eps = np.where(middle < cavity, 1.0, eps)
    link = local_eps * middle**2 / np.diff(r)
    diagonal = link.copy()
    diagonal[1:] += link[:-1]
    width = np.empty(len(r) - 1)
    width[0] = (r[1] - r[0]) / 2
    width[1:] = (r[2:] - r[:-2]) / 2
    diagonal += eps * kappa**2 * r[:-1]**2 * width
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = -link[:-1]
    bands[1] = diagonal
    bands[2, :-1] = -link[:-1]
    source = np.zeros(len(diagonal))
    source[0] = 1.0
    phi = solve_banded((1, 1), bands, source)
    return np.interp(np.log(distance), np.log(r[:-1]), phi * r[:-1]) / distance


cavity_radius = 0.1
E_poisson = (-Z_vacancy * Z_acceptor * e2
             * radial_potential(R, cavity=cavity_radius))
# Grid error and the grounded outer sphere are each about 1e-5.
assert abs(E_poisson / E_b - 1) < 1e-4

# Cross term of the field energy, integrated over shells around the vacancy.
# s is the distance from a point on the shell to the acceptor.
nodes, weights = np.polynomial.legendre.leggauss(80)


def shell_integral(r):
    low, high = np.log(abs(r - R)), np.log(r + R)
    s = np.exp((high + low) / 2 + (high - low) / 2 * nodes)
    radial_field = (r**2 - R**2 + s**2) / (2 * r * s**3)
    solid_angle_part = s**2 / (r * R)
    return (high - low) / 2 * np.sum(weights * radial_field * solid_angle_part)


x, wx = (nodes + 1) / 2, weights / 2
inside = sum(w * R * shell_integral(R * t) for t, w in zip(x, wx))
outside = sum(w * R / t**2 * shell_integral(R / t) for t, w in zip(x, wx))
prefactor = -Z_vacancy * Z_acceptor * e2 / (2 * eps)
E_inside, E_outside = prefactor * inside, prefactor * outside
E_field = E_inside + E_outside
assert abs(E_inside) < 1e-6
assert abs(E_field / E_b - 1) < 1e-6

# Slope with distance, against a finite difference of the Poisson solution.
slope = -E_b / R
step = 0.03
numeric_slope = (-Z_vacancy * Z_acceptor * e2 / (2 * step)
                 * (radial_potential(R + step) - radial_potential(R - step)))
# The central difference has relative error (step/R)^2 = 0.01.
assert abs(numeric_slope / slope - 1) < 0.015

# Incomplete dielectric screening at atomic distance.
short_range = {}
for lam in (0.05, 0.1):
    ratio = R / lam
    integral = quad(lambda y: ratio * np.sinc(ratio * y / np.pi) / (1 + y*y),
                    0, 200, limit=2000)[0]
    E_fourier = 2 * e2 / R * (1 - (1 - 1 / eps) * 2 / np.pi * integral)
    E_short = 2 * e2 / R * (1 / eps + (1 - 1 / eps) * np.exp(-ratio))
    assert abs(E_fourier / E_short - 1) < 1e-5
    short_range[lam] = E_short

eps_electronic = 4.0
E_unrelaxed = binding(R, eps_electronic)

# Free-electron screening with Fermi-Dirac statistics.
T_use, T_anneal = 300.0, 623.0
kT = const.k * T_use / const.e
kT_anneal = const.k * T_anneal / const.e
density_cm3, mass = 1e18, 0.3
density = density_cm3 * 1e-21
N_c = 2 * (mass * const.m_e * const.k * T_use
           / (2 * np.pi * const.hbar**2))**1.5 * 1e-27
filling = density / N_c


def occupation(energy, eta):
    return 1 / (1 + np.exp(energy - eta))


def fermi_density(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda y: y*y * occupation(y*y, eta), 0, 8)[0]


eta = brentq(lambda z: fermi_density(z) - filling, -10, 5)
response = 4 / np.sqrt(np.pi) * quad(
    lambda y: y*y * occupation(y*y, eta) * (1 - occupation(y*y, eta)),
    0, 8)[0] / filling
assert abs(response - 1 / (1 + filling / np.sqrt(8))) < 2e-3
L_debye = np.sqrt(eps * kT / (4 * np.pi * density * e2))
L_screen = L_debye / np.sqrt(response)
E_screened = E_b * np.exp(-R / L_screen)
E_screened_numeric = 2 * e2 * radial_potential(R, kappa=1 / L_screen)
assert abs(E_screened_numeric / E_screened - 1) < 2e-4

# Free energy and internal energy when eps varies with temperature.
beta = 2e-4


def free_energy(T):
    return -binding(R, eps * (1 + beta * (T - T_use)))


U_numeric = free_energy(T_use) - T_use * (
    free_energy(T_use + 1) - free_energy(T_use - 1)) / 2
U_internal = -E_b * (1 + beta * T_use)
assert abs(U_numeric / U_internal - 1) < 1e-6

# Escape of a mobile vacancy from a fixed acceptor along an applied field.
field_MV_cm = 0.1
field = field_MV_cm * 0.1  # V/nm


def energy_along_field(r):
    return -2 * e2 / (eps * r) - 2 * field * r


r_top = np.sqrt(e2 / (eps * field))
lowering = 4 * np.sqrt(e2 * field / eps)
E_escape = E_b - lowering + 2 * field * R
top = minimize_scalar(lambda r: -energy_along_field(r),
                      bounds=(R, 30), method='bounded',
                      options={'xatol': 1e-8})
assert abs(top.x / r_top - 1) < 1e-4
assert abs(-top.fun - energy_along_field(R) - E_escape) < 1e-7

kJ_mol = E_b * const.e * const.N_A / 1000
print(f"Vacancy charge: {Z_vacancy:+d} e")
print(f"Acceptor charge: {Z_acceptor:+d} e")
print(f"Separation R: {R:.2f} nm")
print(f"Static dielectric constant: {eps:.1f}")
print(f"e^2 in Gaussian form: {e2:.5f} eV nm")
print(f"Binding without dielectric: {binding(R, 1):.3f} eV")
print(f"Coulomb binding E_b: {E_b:.4f} eV")
print(f"Coulomb binding E_b: {kJ_mol:.1f} kJ/mol")
print(f"Cavity radius in Poisson check: {cavity_radius:.2f} nm")
print(f"Binding from Poisson solution: {E_poisson:.4f} eV")
print(f"Binding from field-energy integral: {E_field:.4f} eV")
print(f"Field-energy part from r < R: {abs(E_inside):.4f} eV")
print(f"Field-energy part from r > R: {E_outside:.4f} eV")
print(f"Slope dE_b/dR: {slope:.2f} eV/nm")
for distance in (0.27, 0.33):
    print(f"Binding at R = {distance:.2f} nm: "
          f"{binding(distance, eps):.3f} eV")
for lam, value in short_range.items():
    print(f"Short-range model, lambda = {lam:.2f} nm: {value:.3f} eV")
    print(f"  change from E_b: {100 * (value / E_b - 1):+.1f} %")
print(f"Electronic dielectric constant: {eps_electronic:.1f}")
print(f"Binding with unrelaxed ions: {E_unrelaxed:.2f} eV")
print(f"Temperature of use: {T_use:.0f} K")
print(f"kT at use: {kT:.4f} eV")
print(f"E_b/kT at use: {E_b / kT:.1f}")
print(f"Anneal temperature: {T_anneal:.0f} K")
print(f"kT at anneal: {kT_anneal:.4f} eV")
print(f"E_b/kT at anneal: {E_b / kT_anneal:.1f}")
print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Effective mass: {mass:.2f} m")
print(f"Density over effective density of states: {filling:.3f}")
print(f"Debye length, nondegenerate: {L_debye:.2f} nm")
print(f"Screening length with degeneracy: {L_screen:.2f} nm")
print(f"Binding with linear carrier screening: {E_screened:.3f} eV")
print(f"  change from E_b: {E_screened - E_b:+.3f} eV")
print(f"Temperature coefficient beta: {beta:.1e} 1/K")
print(f"Internal interaction energy: {U_internal:.3f} eV")
print(f"  magnitude above E_b: {-U_internal - E_b:.3f} eV")
print(f"Applied field: {field_MV_cm:.2f} MV/cm")
print(f"Distance of energy maximum: {r_top:.2f} nm")
print(f"Lowering of energy maximum: {lowering:.3f} eV")
print(f"Field energy term 2 e f R: {2 * field * R:.3f} eV")
print(f"Coulomb escape energy in field: {E_escape:.3f} eV")
print("all tests passed")
```

Printed output:

```
Vacancy charge: +2 e
Acceptor charge: -1 e
Separation R: 0.30 nm
Static dielectric constant: 10.0
e^2 in Gaussian form: 1.43996 eV nm
Binding without dielectric: 9.600 eV
Coulomb binding E_b: 0.9600 eV
Coulomb binding E_b: 92.6 kJ/mol
Cavity radius in Poisson check: 0.10 nm
Binding from Poisson solution: 0.9600 eV
Binding from field-energy integral: 0.9600 eV
Field-energy part from r < R: 0.0000 eV
Field-energy part from r > R: 0.9600 eV
Slope dE_b/dR: -3.20 eV/nm
Binding at R = 0.27 nm: 1.067 eV
Binding at R = 0.33 nm: 0.873 eV
Short-range model, lambda = 0.05 nm: 0.981 eV
  change from E_b: +2.2 %
Short-range model, lambda = 0.10 nm: 1.390 eV
  change from E_b: +44.8 %
Electronic dielectric constant: 4.0
Binding with unrelaxed ions: 2.40 eV
Temperature of use: 300 K
kT at use: 0.0259 eV
E_b/kT at use: 37.1
Anneal temperature: 623 K
kT at anneal: 0.0537 eV
E_b/kT at anneal: 17.9
Electron density: 1.0e+18 cm^-3
Effective mass: 0.30 m
Density over effective density of states: 0.243
Debye length, nondegenerate: 3.78 nm
Screening length with degeneracy: 3.94 nm
Binding with linear carrier screening: 0.890 eV
  change from E_b: -0.070 eV
Temperature coefficient beta: 2.0e-04 1/K
Internal interaction energy: -1.018 eV
  magnitude above E_b: 0.058 eV
Applied field: 0.10 MV/cm
Distance of energy maximum: 3.79 nm
Lowering of energy maximum: 0.152 eV
Field energy term 2 e f R: 0.006 eV
Coulomb escape energy in field: 0.814 eV
all tests passed
```
